# Mott Variable-Range Hopping in Three Dimensions: The Exponent One Quarter, part 1

(Sections cited here and not found follow in the second part.)

## The optimal hop

Consider a solid in which the electron states near the Fermi level are localized on defects or impurities. The envelope of each state falls off as $e^{-r/\xi}$ with distance $r$ from its site, and $\xi$ is called the localization length. It describes the amplitude; the probability density falls as $e^{-2r/\xi}$. The sites lie at random, independent positions in three dimensions, and their energies are independent of their positions. The density of states $g$ is the number of sites per unit volume and unit energy, and it is taken as constant around the Fermi level. Each site holds at most one electron, spin is not counted separately, and interactions between electrons are left out until their effect is estimated at the end. Energies are measured from the Fermi level, $k$ is Boltzmann's constant, $T$ is the temperature and $\rho$ is the resistivity at small electric field.

The statement to be derived is

$$
\rho=\rho_0\exp\left[\left(\frac{T_0}{T}\right)^{1/4}\right],\qquad kT_0=\frac{512}{9\pi}\,\frac{1}{g\xi^3}.
$$

It concerns the leading exponent. The factor $\rho_0$ may depend on temperature as a power, which is slow compared with the exponential when the exponent is large. The power $1/4$ and the number $512/(9\pi)$ also differ in standing. The power follows from the dimension of space and the constant density of states, whereas the number depends on the criterion used to decide which hop is available.

An electron that moves from one site to another over a distance $R$ must tunnel. The matrix element for the transition contains the product of two envelopes, $e^{-(r_1+r_2)/\xi}$, where $r_1$ and $r_2$ are the distances of a point from the two sites. By the triangle inequality $r_1+r_2\ge R$, so the product is at most $e^{-R/\xi}$, a value it takes on the line joining the sites. Integration over space adds factors that vary as powers of $R$, but leaves this exponential. The transition rate is proportional to the square of the matrix element, and therefore to $e^{-2R/\xi}$.

The two sites generally have different energies, and the lattice must supply or take up the difference. Let the final site lie higher by $W>0$. Detailed balance relates the upward rate to the downward rate between the same two sites:

$$
\Gamma_{\rm up}=\Gamma_{\rm down}\,e^{-W/kT}.
$$

The downward rate stays finite as $T\to0$, because phonons can be emitted spontaneously. Its remaining dependence on $W$ and $T$ is assumed to be slow and is put into the prefactor. For a hop with one phonon this can be checked directly: the upward rate contains the phonon number $1/(e^{W/kT}-1)$, which approaches $e^{-W/kT}$ when $W\gg kT$. The rate of an upward hop is thus

$$
\Gamma=\Gamma_0e^{-\eta},\qquad \eta=\frac{2R}{\xi}+\frac{W}{kT}.
$$

The exponent $\eta$ is the cost of the hop. If $R$ and $W$ could be chosen freely, both would be made as small as possible. They cannot, because the sites are given. A site that is close in space is unlikely to be close in energy as well, and a small $W$ has to be sought in a larger volume.

To find how $W$ depends on $R$, take an electron at the Fermi level. At low temperature the states below it are mostly filled, so the available ones lie above. A sphere of radius $R$ around the electron has the volume $V=4\pi R^3/3$. The mean number of states in this sphere with energies between $0$ and $W$ is $gVW$. The probability that there is none follows by dividing the energy range into $n$ equal parts. Each part is empty with probability $1-gVW/n$, apart from terms of order $1/n^2$, and the parts are independent. Hence

$$
P_0(W)=\lim_{n\to\infty}\left(1-\frac{gVW}{n}\right)^n=e^{-gVW}.
$$

This is the probability that the lowest available energy exceeds $W$. The mean of a positive quantity is the integral of the probability that it exceeds a given value, as integration by parts shows. The mean lowest energy is therefore

$$
W(R)=\int_0^\infty e^{-gVW'}\,dW'=\frac{1}{gV}=\frac{3}{4\pi gR^3}.
$$

The same relation is obtained by requiring that the sphere contain on average one state in the energy range from $0$ to $W$, that is, $gVW=1$. This is Mott's criterion. It turns the statistics of random sites into a definite price for each distance: doubling the hop distance lowers the typical energy by a factor of eight.

A mean energy has been placed in the exponent; the rate itself has not been averaged. The two procedures give different results. The lowest energy has the probability density $gVe^{-gVW}$, so the average of the thermal factor is

$$
\int_0^\infty gV\,e^{-gVW}e^{-W/kT}\,dW=\frac{gV}{gV+1/(kT)}=\frac{gVkT}{1+gVkT}.
$$

This varies as a power of $T$, without an exponential, because it is dominated by the minority of places, a fraction of order $gVkT$, where a state happens to lie within about $kT$. A current cannot use such places alone. It has to cross the sample through many hops in series, and the difficult ones set the resistance. A typical cost is therefore the appropriate quantity at this level of argument. The second half replaces the typical hop by a connected network.

With $W(R)$ inserted, the cost depends on the distance alone:

$$
\eta(R)=\frac{2R}{\xi}+\frac{B}{R^3},\qquad B=\frac{3}{4\pi gkT}.
$$

The first term grows with $R$ and expresses the difficulty of tunnelling. The second falls with $R$ and expresses the thermal activation. The derivatives are

$$
\frac{d\eta}{dR}=\frac{2}{\xi}-\frac{3B}{R^4},\qquad \frac{d^2\eta}{dR^2}=\frac{12B}{R^5}>0.
$$

Since the second derivative is positive for every $R>0$, the first derivative increases steadily and has at most one zero. It runs from $-\infty$ at $R\to0$ to $2/\xi$ at $R\to\infty$, so there is one zero, and it is the minimum. Setting it to zero gives

$$
R^4=\frac{3B\xi}{2}=\frac{3\xi}{2}\,\frac{3}{4\pi gkT}=\frac{9\xi}{8\pi gkT}.
$$

From here on $R$ and $W$ without an argument denote the values at this optimum. The hop distance grows on cooling as $T^{-1/4}$, and this is why the process is called variable-range hopping.

The value of the minimum follows without inserting the full expression for $R$. The condition $3B/R^4=2/\xi$ gives

$$
\frac{W}{kT}=\frac{B}{R^3}=R\,\frac{B}{R^4}=\frac{2R}{3\xi}=\frac13\,\frac{2R}{\xi}.
$$

The thermal part of the cost is one third of the tunnelling part. Three quarters of the total are thus due to tunnelling and one quarter to activation:

$$
\eta=\frac{2R}{\xi}+\frac{2R}{3\xi}=\frac{8R}{3\xi}.
$$

The fourth power of this result, with $R^4$ from the minimum condition, is

$$
\eta^4=\frac{4096}{81\,\xi^4}\,\frac{9\xi}{8\pi gkT}=\frac{512}{9\pi}\,\frac{1}{gkT\xi^3}=\frac{T_0}{T}.
$$

The last equality defines $T_0$. The typical rate varies as $e^{-\eta}$ and the resistivity as its inverse, which gives the law stated at the start. Distance and energy can be written in terms of the same exponent:

$$
R=\frac{3\xi}{8}\left(\frac{T_0}{T}\right)^{1/4},\qquad W=\frac{kT}{4}\left(\frac{T_0}{T}\right)^{1/4}.
$$

The origin of the number four can be seen by repeating the argument in $d$ dimensions. The volume then grows as $R^d$, so $W\propto R^{-d}$. The minimum balances the constant $2/\xi$ against a term proportional to $1/(TR^{d+1})$, which gives $R\propto T^{-1/(d+1)}$. The cost is proportional to $R$ at the minimum and has the same power. Three dimensions give $1/4$ and two dimensions give $1/3$. The four is the sum of three spatial directions and one energy direction in which a site has to be found.

The temperature $T_0$ is not a temperature at which anything happens in the material. Up to a number, $kT_0$ is the mean energy spacing of the states within a volume $\xi^3$. Such a volume usually contains no site near the Fermi level, so the formal spacing can be enormous. Strong localization and a small density of states both raise $T_0$.

A numerical case shows the sizes. Let a band of deep defects in heavily damaged silicon be modelled by the round parameters $\xi=1$ nm and $g=0.01\ {\rm eV^{-1}\,nm^{-3}}$, with energies spread evenly over 0.30 eV on each side of the Fermi level. These are model parameters and not measured properties. The coefficient is $512/(9\pi)=18.11$, so

$$
kT_0=\frac{18.11}{0.01}\ {\rm eV}\approx1811\ {\rm eV},\qquad T_0\approx2.10\times10^7\ {\rm K}.
$$

At 40 K the thermal energy is $kT=3.447$ meV, and

$$
\eta=\left(\frac{2.1014\times10^7}{40}\right)^{1/4}=26.92.
$$

The optimal distance is $R=(3/8)(26.92)(1\ {\rm nm})=10.10$ nm, and the hop energy is $W=(3.447\ {\rm meV})(26.92)/4=23.20$ meV. The tunnelling part is 20.19 and the thermal part 6.73, in the ratio of three to one. At 10 K the distance has grown to 14.28 nm and the energy has fallen to 8.20 meV, with $\eta=38.07$. At 160 K they are 7.14 nm and 65.62 meV, with $\eta=19.04$. A numerical minimization, in which $W(R)$ was found by counting states in the sphere, was tested against the formulas at all three temperatures and agrees with them.

The penalty for a wrong distance follows from the same proportions. If the distance is changed from $R$ to $xR$, the tunnelling part is multiplied by $x$ and the thermal part by $x^{-3}$. With shares of three quarters and one quarter,

$$
\frac{\eta(xR)}{\eta(R)}=\frac{3x+x^{-3}}{4}.
$$

For $x=0.7$ at 40 K the ratio is 1.254 and the cost rises to 33.76. The nearer site is easier to reach by tunnelling, but its typical energy is 67.64 meV. The rate falls by the factor $e^{33.76-26.92}=e^{6.84}$, which is roughly 900. For $x=1.4$ the typical energy is just 8.45 meV, but the longer tunnelling path raises the cost to 30.72 and reduces the rate by $e^{3.80}$, or about 45. A short hop is punished more severely than a long one in this comparison because the energy varies as the inverse cube of the distance.

The temperature dependence can also be described by an apparent activation energy, the slope of $\ln\rho$ against $\beta=1/(kT)$. With $\rho_0$ treated as constant this slope is $d\eta/d\beta$. The cost depends on $\beta$ directly, through $\beta W(R)$, and indirectly, through the optimal distance:

$$
\frac{d\eta}{d\beta}=\frac{\partial\eta}{\partial\beta}+\frac{\partial\eta}{\partial R}\frac{dR}{d\beta}=W.
$$

The second term vanishes because $\partial\eta/\partial R=0$ at the minimum. The apparent activation energy is thus the energy of the optimal hop at that temperature. It falls on cooling as $T^{3/4}$, so a plot of $\ln\rho$ against $1/T$ is curved and becomes flatter towards low temperature. In the example it drops by a factor of eight, from 65.62 to 8.20 meV, when the temperature drops by a factor of sixteen.

The curvature has a large effect on the resistivity. Between 160 K and 40 K the exponential factor grows by about $2.7\times10^3$. If the activation energy had stayed at 65.62 meV, the exponent would have grown by

$$
65.62\left(\frac{1}{3.447}-\frac{1}{13.788}\right)\approx14.3,
$$

and the resistivity by a factor above one million. By accepting longer hops to sites of better matching energy, the electron limits the growth of the exponent to about 7.9.
## From one hop to a current

The localization length is $\xi$, the constant density of states is $g$, and energies are measured from the Fermi level. A hop over the distance $R$ with the energy $W$ has the cost $\eta=2R/\xi+W/kT$. Requiring one available state in the sphere of radius $R$ gave the minimum cost $\eta=(T_0/T)^{1/4}$ with $kT_0=512/(9\pi g\xi^3)$, of which one quarter is thermal. The example has $\xi=1$ nm, $g=0.01\ {\rm eV^{-1}\,nm^{-3}}$ and a band reaching 0.30 eV on each side of the Fermi level.

The one-state criterion fixed the energy for each distance before the distance was chosen. One may instead count all states that can be reached at a cost below some value $\eta$, whatever their distance and energy. A site at the distance $r$ qualifies if its energy lies between $0$ and $kT(\eta-2r/\xi)$, and the largest distance is $r_m=\eta\xi/2$. The mean number of such sites is

$$
N(\eta)=\int_0^{r_m}4\pi r^2\,gkT\left(\eta-\frac{2r}{\xi}\right)dr
=4\pi gkT\left(\frac{\eta r_m^3}{3}-\frac{r_m^4}{2\xi}\right).
$$

Since $r_m/\xi=\eta/2$, the last term equals $\eta r_m^3/4$. The bracket is then $\eta r_m^3/12$, and with $r_m^3=\eta^3\xi^3/8$ the result is

$$
N(\eta)=\frac{\pi}{24}\,gkT\xi^3\eta^4.
$$

Setting $N=1$ gives $\eta^4=(24/\pi)/(gkT\xi^3)$. The power of temperature is again $1/4$, but the coefficient is $24/\pi\approx7.64$ in place of 18.11. At the cost found from the one-state criterion, the new count gives $N=(\pi/24)(512/9\pi)=64/27\approx2.4$ states. The region of distance and energy bounded by a given total cost is larger than the single cylinder of radius $R$ and energy height $W$ inside it, and so the best available hop is usually cheaper than the first estimate.

The mean cost of this best hop can be found without any criterion. The probability that no site is available below the cost $\eta$ is $e^{-N(\eta)}$, by the same reasoning as for the lowest energy in a sphere. Write $N=c\eta^4$ with $c=\pi gkT\xi^3/24$. The substitution $u=c\eta^4$ gives $d\eta=\tfrac14c^{-1/4}u^{-3/4}du$, and therefore

$$
\langle\eta_{\min}\rangle=\int_0^\infty e^{-c\eta^4}d\eta
=\frac{c^{-1/4}}{4}\int_0^\infty u^{-3/4}e^{-u}du
=\Gamma\!\left(\tfrac54\right)\left(\frac{24}{\pi gkT\xi^3}\right)^{1/4}.
$$

The optimal single hop and the count of all sites within a given cost both give an exponent that varies as $T^{-1/4}$, but with different coefficients. It remains to find how hops join into a connected path that carries current across the sample, and where the law ceases to hold.

Numerical values quoted here were computed with a short program.
